# Safe height of a 15 nm silicon line under capillary pressure

## Problem

A long silicon line of thickness $t=15$ nm stands on a silicon substrate. During drying, liquid remains on one side of it while the other side is already dry. The liquid pressure is below the air pressure by $p=3$ MPa, so the line is pulled toward the liquid. Its tip may move by at most $d=1.5$ nm, and the nominal bending stress must stay below a chosen design limit $\sigma_a=1000$ MPa.

(a) What is the largest allowed height $H$ if the root is rigidly clamped?

(b) Is the bending stress acceptable?

(c) How does the height change when the substrate deforms too?

(d) The liquid fills the gap between two such lines, initially $s=15$ nm wide, and both bend inward. Is the equilibrium stable?

Silicon is modelled as an isotropic elastic solid with round moduli of roughly the right size, $E=160$ GPa and $\nu=0.25$. The value of $p$ refers to the deflected state. The liquid wets perfectly and reaches the top of the line, so $p$ acts uniformly over the whole height. Forces and moments are taken per unit length of line.

## First estimate by scaling

The load is of order $pH$ and its moment about the root of order $pH^2$. The bending stiffness is of order $Et^3$, so the curvature is of order $pH^2/(Et^3)$. Over a height $H$, a curvature produces a deflection of order curvature times $H^2$:

$$\delta\sim\frac{pH^4}{Et^3}.$$

Setting $\delta=d$ gives

$$H\sim t\left(\frac{E}{p}\frac{d}{t}\right)^{1/4}
=15\ \text{nm}\left(\frac{160000}{3}\times0.1\right)^{1/4}\approx128\ \text{nm}.$$

The stress is of order moment divided by $t^2$:

$$\sigma\sim p\left(\frac Ht\right)^2\approx3\ \text{MPa}\times73\approx220\ \text{MPa}.$$

All numerical factors have been set to one. The estimate suggests that deflection, not stress, limits the height.

## Exact solution of the clamped-beam model

Let $y$ run upward from the root and $x$ across the line, with $x=0$ at mid-thickness and $x>0$ toward the liquid. Let $w(y)$ be the deflection toward the liquid.

**Stiffness.** A long line cannot contract along its length $z$, so $\varepsilon_{zz}=0$. With $\sigma_{xx}$ negligible in a slender beam, this requires $\sigma_{zz}=\nu\sigma_{yy}$, and hence

$$\varepsilon_{yy}=\frac{\sigma_{yy}-\nu\sigma_{zz}}{E}=\frac{1-\nu^2}{E}\sigma_{yy}.$$

The effective modulus is therefore

$$E'=\frac{E}{1-\nu^2}=\frac{160}{0.9375}\ \text{GPa}=170.7\ \text{GPa}.$$

Bending toward the liquid compresses the wet side, so $\varepsilon_{yy}=-xw''$. The moment is

$$M=-\int_{-t/2}^{t/2}x\sigma_{yy}\,dx=E'Iw'',\qquad I=\int_{-t/2}^{t/2}x^2dx=\frac{t^3}{12}.$$

**Deflection.** The load above height $y$ is $p(H-y)$, with mean lever arm $(H-y)/2$. Thus

$$E'Iw''=\frac p2(H-y)^2.$$

A clamped root has $w(0)=w'(0)=0$. Integrating twice gives

$$w'=\frac{p}{6E'I}\left[H^3-(H-y)^3\right],$$

$$w=\frac{p}{6E'I}\left[H^3y+\frac{(H-y)^4-H^4}{4}\right].$$

At $y=H$ the bracket equals $\tfrac34H^4$, so

$$\delta=\frac{pH^4}{8E'I}=\frac{3pH^4}{2E't^3}.$$

This increases with $H$, so the largest height follows from $\delta=d$:

$$H_d=t\left(\frac{2E'd}{3pt}\right)^{1/4}
=15\ \text{nm}\left(\frac{2\times170670\times0.1}{3\times3}\right)^{1/4}=117.7\ \text{nm}.$$

This answers (a).

**Stress.** The largest moment is $M(0)=pH^2/2$. The surface stress has magnitude $M(t/2)/I=6M/t^2$, tensile on the dry side and compressive on the wet side:

$$\sigma=\frac{3pH^2}{t^2}=3\times3\ \text{MPa}\times(7.848)^2=554\ \text{MPa}.$$

This is below the limit, which answers (b) for the clamped line. Inserting $H_d^2=\sqrt{2E't^3d/(3p)}$ gives the stress at the deflection limit,

$$\sigma=\sqrt{\frac{6E'pd}{t}}.$$

A looser deflection limit thus permits a taller but more highly stressed line. Stress would govern the clamped design only for $d>t\sigma_a^2/(6E'p)=4.9$ nm. Stress alone would allow $H_\sigma=t\sqrt{\sigma_a/(3p)}=158$ nm.

## The deformable substrate

The root moment also rotates the silicon beneath the line. To find this rotation, consider first a line load $P$ pressing on a half-plane. In polar coordinates, with $\varphi$ measured from the inward normal, take

$$\sigma_r=-\frac{2P\cos\varphi}{\pi r},\qquad \sigma_\varphi=\sigma_{r\varphi}=0.$$

This satisfies equilibrium because $r\sigma_r$ does not depend on $r$. It leaves the surface free away from the load, and it carries the force $(2P/\pi)\int_{-\pi/2}^{\pi/2}\cos^2\varphi\,d\varphi=P$.

Write $A=2P/(\pi E')$ and $\nu'=\nu/(1-\nu)$. In plane strain, $\varepsilon_r=\sigma_r/E'$ and $\varepsilon_\varphi=-\nu'\sigma_r/E'$. Integrating $\partial_ru_r=\varepsilon_r$, and then $\partial_\varphi u_\varphi=r\varepsilon_\varphi-u_r$, gives

$$u_r=-A\cos\varphi\ln r+f(\varphi),\qquad
u_\varphi=A(\nu'+\ln r)\sin\varphi-F(\varphi),$$

where $F'=f$ and rigid motions are omitted. Zero shear strain requires $f'+F+A(1-\nu')\sin\varphi=0$, which is solved by the even function $f=-\tfrac12A(1-\nu')\varphi\sin\varphi$ with $F$ odd. At $\varphi=\pi/2$ the inward displacement is $-u_\varphi$, and at $\varphi=-\pi/2$ it is $+u_\varphi$. Both equal

$$v(x)=-\frac{2P}{\pi E'}\ln|x|+\text{constant}.$$

Now let the line press on the substrate with the linear traction of beam theory, $q(x)=12Mx/t^3$. Its moment is $\int qx\,dx=M$ and its total force is zero, so the constant drops out. The footprint does not stay flat. Its mean rotation $\theta$ is defined by equal work, $M\theta=\int qv\,dx$. With $x=t\xi/2$ and a second footprint coordinate $t\eta/2$,

$$\theta=\frac{2}{\pi E'M}\left(\frac{12M}{t^3}\right)^2\frac{t^4}{16}J
=\frac{18M}{\pi E't^2}J,\qquad
J=-\int_{-1}^{1}\!\int_{-1}^{1}\xi\eta\ln|\xi-\eta|\,d\xi\,d\eta.$$

The term in $\ln(t/2)$ vanishes because $\xi$ and $\eta$ are odd. Setting $r=|\xi-\eta|$ and using the symmetry between the two variables,

$$J=-2\int_0^2\ln r\left[\int_{-1}^{1-r}\eta(\eta+r)\,d\eta\right]dr
=-2\int_0^2\left(\frac23-r+\frac{r^3}{6}\right)\ln r\,dr.$$

With $\int_0^2r^n\ln r\,dr=\frac{2^{n+1}}{n+1}\left(\ln2-\frac1{n+1}\right)$, the terms in $\ln2$ cancel. The remaining integral is $-\frac43+1-\frac16=-\frac12$, so $J=1$.

The rotation adds $\theta H$ to the tip deflection. With $M=pH^2/2$, this is $9pH^3/(\pi E't^2)$, and the total becomes

$$\delta=\frac{3pH^4}{2E't^3}\left(1+\frac{6t}{\pi H}\right).$$

The correction falls only as $t/H$. At $H_d$ it is 24%, so the tip moves 1.87 nm instead of 1.50 nm. Setting $\delta=d$ gives

$$H=H_d\left(1+\frac{6t}{\pi H}\right)^{-1/4}.$$

Starting from 117.7 nm, repeated substitution gives 111.5, 111.2 and then 111.15 nm. The answer to (c) is about **111 nm**. The root stress there is 494 MPa, a factor of 2.0 below the limit.

The linear traction is an approximation, and horizontal root motion and shear have been omitted. A two-dimensional plane-strain finite-element calculation with biquadratic elements includes these effects. Its substrate block extends $12t$ below the line and to either side, with fixed outer edges. It gives about 111 nm for the same tip limit. The close agreement is partly a cancellation: the linear traction overstates the root rotation, while the omitted effects add to the deflection. Neither calculation includes suction on the trench floor.

## Stability of a wet pair

A perfectly wetting meniscus in a gap $g$ has radius $g/2$, so its pressure drop is $2\gamma/g$, where $\gamma$ is the surface tension. If both lines bend inward by $\delta$, then

$$p=\frac{2\gamma}{s-2\delta}.$$

At the allowed deflection the tip gap is 12 nm. The prescribed pressure therefore corresponds to $\gamma=3\ \text{MPa}\times12\ \text{nm}/2=18$ mN/m. With straight lines the pressure would be 2.4 MPa.

Write the elastic response as $\delta=C(H)p$. Equilibrium requires

$$\delta(s-2\delta)=2\gamma C(H).$$

It is stable if the elastic restoring pressure $\delta/C$ rises faster with $\delta$ than the capillary pressure:

$$\frac1C>\frac{4\gamma}{(s-2\delta)^2}.$$

Equilibrium gives $1/C=2\gamma/[\delta(s-2\delta)]$. The condition becomes $s-2\delta>2\delta$, or $\delta<s/4=3.75$ nm. The prescribed 1.5 nm satisfies it, so the answer to (d) is yes.

The left side of the equilibrium equation cannot exceed $s^2/8=28.1\ \text{nm}^2$. At 111 nm the right side is $1.5\times12=18\ \text{nm}^2$. It grows with height and reaches the maximum at $H=125$ nm. Above that height no equilibrium exists before the tips touch. The approach is steep: at 99% of the collapse height the tip deflection is already 3.0 nm, twice the allowed value.

## Comparison of estimate and solution

| Result | Height (nm) | Root stress (MPa) |
|---|---:|---:|
| Scaling | 128 | 220 |
| Clamped beam | 118 | 554 |
| With substrate | 111 | 494 |

Scaling gives the right powers, and the fourth root softens its missing factor. The clamped height is smaller than the estimate by $[2/(3(1-\nu^2))]^{1/4}=0.918$. The stress has no such protection: its prefactor of 3 enters directly, and the estimate is 2.5 times below the clamped result.

An error of 15% in height still matters. The scaling height exceeds the corrected height by that amount and lies above the collapse height of 125 nm. Used as a design for the wet pair, it would fail in this model.

For the isotropic model with $E=160$ GPa, a rounded choice is 110 nm, where the formula gives a tip deflection of 1.44 nm and a stress of 484 MPa. Rounding down also covers the pull of the meniscus on the wet edge. This force $\gamma$ acts downward at a distance $t/2$ from mid-thickness and adds 0.7% to the root moment. As a constant moment $\gamma t/2$, it adds $\gamma tH^2/(4E'I)$ to the clamped deflection, about 1.5% of the pressure term.

The modulus matters more. The corrected height is 105 nm for $E=130$ GPa and 116 nm for $E=190$ GPa, so 110 nm is not safe across that whole range. The lower value matters in practice: silicon is anisotropic, and a line standing on a standard (001) wafer is strained along [001], its softest direction, where $E$ is about 130 GPa. The isotropic model with $E=130$ GPa ($E'=139$ GPa) leaves no margin at 105 nm: with the meniscus pull the tip moves 1.51 nm. It is slightly pessimistic, since the cubic elastic constants of silicon give $E'=141$ GPa for a line running along [100] and 145 GPa along [110], and a height of 106 to 107 nm. For bare crystalline silicon 105 nm is therefore adequate. All these figures assume bulk moduli across the full 15 nm. If the outer 1 nm of each face is oxide ($E\approx70$ GPa), the allowed height falls to about 102 nm. The stress result is nominal as well. At the perfectly sharp root corner of the model the elastic stress is singular: it is about 1.15 times the nominal value 1 nm from the corner and rises without bound closer in. The real peak depends on the corner radius, and a concentration factor greater than about 2 would use up the margin.
